Average the vector potential over a Gaussian region of width 100 nm, and average the electric field over an identical region. If the equal-time commutator of the two fields were proportional to an ordinary delta function, its size for parallel components and coincident regions would be set by a density of 22.45 µm$^{-3}$, the peak of the combined Gaussian weight. The computed value is 14.97 µm$^{-3}$, two thirds of that. If the regions are moved 400 nm apart, the commutator of the components perpendicular to the separation has the opposite sign, with density $-0.775$ µm$^{-3}$, although the weights are positive everywhere. Both facts need explaining.

## The statement

SI units are used. The field is free, without charges or boundaries, and is described in Coulomb gauge:

$$\nabla\cdot\mathbf A=0,\qquad \mathbf E=-\partial_t\mathbf A,\qquad \mathbf B=\nabla\times\mathbf A .$$

All operators are taken at one time, $\mathbf r=\mathbf x-\mathbf x'$, $\mathbf n=\mathbf r/r$, and repeated vector indices are summed. The claim is

$$[A_i(\mathbf x),E_j(\mathbf x')]=-\frac{i\hbar}{\varepsilon_0}\,\delta^T_{ij}(\mathbf r), \tag{1}$$

$$\delta^T_{ij}(\mathbf r)=\frac23\,\delta_{ij}\,\delta(\mathbf r)+\frac{3n_in_j-\delta_{ij}}{4\pi r^3}. \tag{2}$$

The commutator is thus $-i\hbar/\varepsilon_0$ times the transverse delta function. Equation (2) is an equality of distributions: both sides are to be multiplied by a smooth, rapidly decreasing function and integrated. The second term is too singular for an unrestricted integral, so it is integrated outside a ball of radius $\epsilon$ about $\mathbf r=0$, and then $\epsilon\to0$. The coefficient $2/3$ belongs to this rule.

## First derivation: canonical modes

**Quantization.** Put the field in a periodic cube of volume $V$ and expand it in real, orthonormal, transverse modes:

$$\mathbf A(\mathbf x,t)=\sum_m q_m(t)\,\mathbf u_m(\mathbf x),\qquad \nabla\cdot\mathbf u_m=0,\qquad -\nabla^2\mathbf u_m=k_m^2\mathbf u_m .$$

The field Lagrangian is $L=\frac{\varepsilon_0}{2}\int d^3x\,(\mathbf E^2-c^2\mathbf B^2)$. Orthonormality gives $\int\mathbf E^2=\sum_m\dot q_m^2$. For the magnetic part, integrate by parts; periodicity removes the surface term and transversality removes $\nabla(\nabla\cdot\mathbf A)$:

$$\int(\nabla\times\mathbf A)^2=\int\mathbf A\cdot\nabla\times(\nabla\times\mathbf A)=-\int\mathbf A\cdot\nabla^2\mathbf A=\sum_m k_m^2q_m^2 .$$

With $\omega_m=ck_m$, the Lagrangian is a sum of oscillators,

$$L=\frac{\varepsilon_0}{2}\sum_m(\dot q_m^2-\omega_m^2q_m^2),\qquad p_m=\frac{\partial L}{\partial\dot q_m}=\varepsilon_0\dot q_m .$$

Hence $\mathbf E=-\sum_m\dot q_m\mathbf u_m=-\sum_m p_m\mathbf u_m/\varepsilon_0$. The canonical rule $[q_m,p_n]=i\hbar\,\delta_{mn}$ gives

$$[A_i(\mathbf x),E_j(\mathbf x')]=-\frac{i\hbar}{\varepsilon_0}\sum_m u_{m,i}(\mathbf x)\,u_{m,j}(\mathbf x'). \tag{3}$$

The minus sign comes from $\mathbf E=-\partial_t\mathbf A$: the momentum conjugate to $\mathbf A$ is $-\varepsilon_0\mathbf E$.

**The mode sum.** From each pair $\pm\mathbf k$ keep one vector. Its modes are $\sqrt{2/V}\,\mathbf e_\lambda\cos\mathbf k\cdot\mathbf x$ and $\sqrt{2/V}\,\mathbf e_\lambda\sin\mathbf k\cdot\mathbf x$, where $\mathbf e_1,\mathbf e_2$ are orthogonal unit vectors perpendicular to $\mathbf k$. The normalization follows because $\cos^2$ and $\sin^2$ each integrate to $V/2$. Since $\mathbf e_1,\mathbf e_2,\mathbf k/k$ form a complete triad,

$$\sum_\lambda e_{\lambda,i}e_{\lambda,j}=\delta_{ij}-\frac{k_ik_j}{k^2}.$$

The cosine and sine products add to $\cos\mathbf k\cdot\mathbf x\cos\mathbf k\cdot\mathbf x'+\sin\mathbf k\cdot\mathbf x\sin\mathbf k\cdot\mathbf x'=\cos\mathbf k\cdot\mathbf r$. Extending the sum to both members of each pair halves the prefactor $2/V$, and the odd part of the exponential cancels:

$$\sum_m u_{m,i}(\mathbf x)u_{m,j}(\mathbf x')=\frac1V\sum_{\mathbf k\neq0}\left(\delta_{ij}-\frac{k_ik_j}{k^2}\right)e^{i\mathbf k\cdot\mathbf r}.$$

Uniform fields, $\mathbf k=0$, have been left out; they would add $\delta_{ij}/V$, which vanishes for a large box. One allowed $\mathbf k$ occupies the volume $(2\pi)^3/V$, so in the limit

$$\delta^T_{ij}(\mathbf r)=\int\frac{d^3k}{(2\pi)^3}\left(\delta_{ij}-\frac{k_ik_j}{k^2}\right)e^{i\mathbf k\cdot\mathbf r}. \tag{4}$$

In the numerical check, doubling the box side reduced the largest error of the smeared sum by a factor 8.04, close to the factor 8 expected of a $1/V$ correction. The leading error is $-\frac23\delta_{ij}/V$. Leaving out $\mathbf k=0$ removes $\delta_{ij}/V$ from the $\delta_{ij}$ term, and by cubic symmetry one third of this is returned by the $k_ik_j/k^2$ term, whose trace lacks the same $1/V$. Adding the uniform modes would change the error to $+\frac13\delta_{ij}/V$, not remove it.

**Smearing.** The integral (4) does not converge pointwise. Smear it with a normalized Gaussian $G$ of standard deviation $s$ per axis, which multiplies the integrand by $e^{-k^2s^2/2}$. Call the result $D_{ij}(\mathbf R)$, and let $\mathbf n=\mathbf R/R$ here. Each derivative $\partial_i$ of the exponential gives $ik_i$, so $-k_ik_j$ can be written as $\partial_i\partial_j$:

$$D_{ij}=\delta_{ij}G+\partial_i\partial_j\varphi,\qquad \varphi(R)=\int\frac{d^3k}{(2\pi)^3}\frac{e^{-k^2s^2/2}}{k^2}e^{i\mathbf k\cdot\mathbf R}. \tag{5}$$

This $\varphi$ obeys $-\nabla^2\varphi=G$, the electrostatic problem of a Gaussian charge. Integrating over a ball of radius $R$ gives $-4\pi R^2\varphi'=Q(R)$, where $Q$ is the fraction of $G$ inside the ball. Because $Q'=4\pi R^2G$,

$$\varphi'=-\frac{Q}{4\pi R^2},\qquad \varphi''=\frac{2Q}{4\pi R^3}-G .$$

For a radial function, $\partial_j\varphi=(R_j/R)\varphi'$. Differentiating once more,

$$\partial_i\partial_j\varphi=n_in_j\varphi''+(\delta_{ij}-n_in_j)\frac{\varphi'}{R}=(3n_in_j-\delta_{ij})\frac{Q}{4\pi R^3}-n_in_jG .$$

Therefore

$$D_{ij}(\mathbf R)=(\delta_{ij}-n_in_j)\,G(R)+(3n_in_j-\delta_{ij})\frac{Q(R)}{4\pi R^3}. \tag{6}$$

**Removing the smearing.** Multiply (6) by a test function $f(\mathbf R)$, integrate, and let $s\to0$. In the first term $G$ concentrates at the origin. The angular average of $n_in_j$ is $\delta_{ij}/3$, because it is isotropic and has unit trace. This term therefore tends to $(1-\frac13)\delta_{ij}f(0)=\frac23\delta_{ij}f(0)$.

In the second term take the angles first:

$$\int_0^\infty\frac{dR}{R}\,Q(R)\,F_{ij}(R),\qquad F_{ij}(R)=\int\frac{d\Omega}{4\pi}(3n_in_j-\delta_{ij})f(R\mathbf n).$$

The constant term of the Taylor series of $f$ drops out of $F_{ij}$ because the kernel has zero angular average. The linear term drops out because the kernel is even and the term is odd. Thus $F_{ij}$ is of order $R^2$ and $F_{ij}/R$ is integrable at the origin. Since $0\le Q\le1$ and $Q\to1$ at every $R>0$, dominated convergence allows $Q$ to be replaced by 1. What remains is the $r^{-3}$ term of (2) with the ball rule, and (2) is proved.

## Second derivation: equations of motion and projection

This route uses no modes and no Fourier transform. Suppose the commutator is a number, not an operator, and write it with an unknown kernel,

$$[A_i(\mathbf x),E_j(\mathbf x')]=-\frac{i\hbar}{\varepsilon_0}K_{ij}(\mathbf x,\mathbf x').$$

Suppose also that components of $\mathbf A$ commute with one another at equal times, and that the time evolution is generated by the field energy

$$H=\frac{\varepsilon_0}{2}\int d^3x'\,(\mathbf E^2+c^2\mathbf B^2).$$

**Action on transverse fields.** The magnetic energy commutes with $A_i$, because $\mathbf B$ is built from $\mathbf A$. For the electric energy, $[E_j(\mathbf x'),A_i(\mathbf x)]=+(i\hbar/\varepsilon_0)K_{ij}$, and

$$[E_jE_j,A_i]=E_j[E_j,A_i]+[E_j,A_i]E_j=\frac{2i\hbar}{\varepsilon_0}K_{ij}E_j .$$

The Heisenberg equation becomes

$$\partial_tA_i(\mathbf x)=\frac i\hbar[H,A_i(\mathbf x)]=\frac i\hbar\,\frac{\varepsilon_0}{2}\,\frac{2i\hbar}{\varepsilon_0}\int d^3x'K_{ij}E_j(\mathbf x')=-\int d^3x'K_{ij}(\mathbf x,\mathbf x')E_j(\mathbf x').$$

It must equal $-E_i(\mathbf x)$. Take expectation values, and assume that states exist in which $\langle\mathbf E\rangle$ is any chosen smooth, decaying transverse field. Then $K$ leaves every such field unchanged. This condition fixes both the sign and the size of the commutator.

**Action on gradients.** Since $\nabla'\cdot\mathbf E(\mathbf x')=0$, the kernel obeys $\partial'_jK_{ij}=0$. For a decaying function $\chi$, with no contribution from infinity,

$$\int d^3x'K_{ij}\,\partial'_j\chi=-\int d^3x'(\partial'_jK_{ij})\chi=0 .$$

So $K$ removes gradients and keeps transverse fields: it is the projector onto transverse fields. An ordinary delta function would fail here, because it would leave gradients unchanged.

**The projector in position space.** Let $\mathbf F$ be a smooth vector field that vanishes outside a bounded region. Choose $\chi$ with $\nabla^2\chi=\nabla\cdot\mathbf F$; then $\mathbf F-\nabla\chi$ is transverse. The decaying solution of this Poisson equation is

$$\chi(\mathbf x)=-\int d^3r\,\frac{\partial_jF_j(\mathbf x+\mathbf r)}{4\pi r}.$$

In this derivation $\mathbf r$ runs from $\mathbf x$ to the source point; the kernel found below is even, so the sign of $\mathbf r$ has no effect. Applying $K$ to $\mathbf F=(\mathbf F-\nabla\chi)+\nabla\chi$ gives

$$(K\mathbf F)_i=F_i-\partial_i\chi=F_i(\mathbf x)+\int d^3r\,g(r)\,\partial_i\partial_jF_j(\mathbf x+\mathbf r),\qquad g=\frac1{4\pi r}. \tag{7}$$

Derivatives of $F_j(\mathbf x+\mathbf r)$ may be taken with respect to $\mathbf r$. Split off a ball $r<\epsilon$; its contribution is of order $\epsilon^2$. Outside it integrate by parts twice. The outward normal of the outer region is $-\mathbf n$ on the ball, so

$$\int_{r>\epsilon}g\,\partial_i\partial_jF_j=-\oint\epsilon^2d\Omega\,n_i\,g\,\partial_jF_j-\int_{r>\epsilon}(\partial_ig)\,\partial_jF_j ,$$

$$-\int_{r>\epsilon}(\partial_ig)\,\partial_jF_j=\oint\epsilon^2d\Omega\,n_j(\partial_ig)F_j+\int_{r>\epsilon}(\partial_i\partial_jg)F_j .$$

In the first surface term the constant part of $\partial_jF_j$ averages to zero against $n_i$, so the term is of order $\epsilon^2$ and vanishes. In the second, $\partial_ig=-n_i/(4\pi r^2)$ cancels the factor $\epsilon^2$, leaving

$$-\oint\frac{d\Omega}{4\pi}n_in_jF_j\;\longrightarrow\;-\frac13F_i(\mathbf x).$$

Away from the origin, $\partial_i\partial_jg=(3n_in_j-\delta_{ij})/(4\pi r^3)$. Equation (7) becomes

$$(K\mathbf F)_i(\mathbf x)=\frac23F_i(\mathbf x)+\lim_{\epsilon\to0}\int_{r>\epsilon}d^3r\,\frac{3n_in_j-\delta_{ij}}{4\pi r^3}F_j(\mathbf x+\mathbf r).$$

This is the kernel (2) again. The local term is the full vector minus one third of it. The outward flux of $\nabla g$ through the small sphere is $-1$, and each of the three axes contributes $-\frac13$ to it; this is the third that is subtracted.

## What each derivation assumes

Both derivations use Coulomb gauge and a free field in unbounded space. They differ in what is put in by hand.

The first assumes the Lagrangian and the canonical commutators of the mode coordinates. From these it follows that the commutator is a number and that components of $\mathbf A$ commute. It also needs the modes to be complete and the large-box limit to exist. Because it constructs the operators, it shows that a theory with this commutator exists.

The second assumes that the commutator is a number, that components of $\mathbf A$ commute, that $H$ generates the motion, and that enough states exist. It shows that no other kernel is compatible with $\mathbf E=-\partial_t\mathbf A$ and $\nabla\cdot\mathbf E=0$. It does not by itself construct the operators.

Near a conducting wall the allowed modes are different and the commutator no longer depends on $\mathbf x-\mathbf x'$ alone. Equation (4), and the free-space Poisson solution used in the second derivation, then do not apply.

**The excluded region.** Let the excluded region have the surface $r=\epsilon\rho(\mathbf n)$ instead of a sphere. The two integration regions differ by a shell in which $\int dr/r=\ln\rho$. Moving that piece into the contact term changes its $zz$ coefficient to

$$\frac23+\int\frac{d\Omega}{4\pi}(3n_z^2-1)\ln\rho(\mathbf n).$$

For a spheroid whose polar axis is half its equatorial axis, this is 0.473. The integral term changes by the opposite amount, so the distribution is the same. As the coefficient of the delta function, $2/3$ has no meaning apart from the rule for the other term. The smeared value at coincidence, $\frac23G(0)$ for the isotropic Gaussian weights used here, does not depend on that rule.

**The tail and locality.** The $r^{-3}$ term makes $A_i$ and $E_j$ fail to commute at separated points at the same time, except in the directions where $3n_in_j=\delta_{ij}$ (for the $zz$ pair, the cone $n_z^2=\frac13$). To see what this means for the magnetic field, take the curl of (5) on its first index. The gradient part drops out, and removing the smearing gives

$$[B_i(\mathbf x),E_j(\mathbf x')]=-\frac{i\hbar}{\varepsilon_0}\,\epsilon_{ikj}\,\partial_k\delta(\mathbf r),$$

where $\epsilon_{ikj}$ is the antisymmetric symbol. This vanishes for $\mathbf r\neq0$. The tail belongs to the Coulomb-gauge potential, which is not a local function of the fields: $\nabla\times\mathbf B=-\nabla^2\mathbf A$ implies that $\mathbf A$ at one point depends on $\mathbf B$ throughout space.

## Worked example

Let both weights be normalized Gaussians with $a=100$ nm per axis and centres separated by $\mathbf R$. Each contributes $e^{-k^2a^2/2}$ to the $k$ integral, so the product is $e^{-k^2s^2/2}$ with $s=\sqrt2\,a=141.4$ nm. The averaged fields satisfy

$$[\bar A_i,\bar E_j]=-i(\hbar/\varepsilon_0)D_{ij}(\mathbf R),$$

with $D_{ij}$ from (6). Setting $r=\sqrt2\,s\,t$ and integrating by parts,

$$Q=\frac4{\sqrt\pi}\int_0^xt^2e^{-t^2}dt=\operatorname{erf}x-\frac{2x}{\sqrt\pi}e^{-x^2},\qquad x=\frac{R}{\sqrt2\,s}.$$

**Coincident regions.** As $R\to0$, $Q\to4\pi R^3G(0)/3$. The terms in $n_in_j$ cancel in (6), leaving $D_{ij}=\frac23G(0)\delta_{ij}$. With $G(0)=22.45$ µm$^{-3}$ this is 14.97 µm$^{-3}$, the computed value quoted in the opening.

**Separation 400 nm.** Here $x=400/200=2$, so

- $G=22.448\times e^{-4}=0.411$ µm$^{-3}$,
- $Q=0.9953-0.0413=0.9540$,
- $Q/(4\pi R^3)=0.9540/0.8042=1.186$ µm$^{-3}$.

Along $\mathbf R$, $D=2\times1.186=2.37$ µm$^{-3}$. Across it, $D=0.411-1.186=-0.775$ µm$^{-3}$. Multiplication by $\hbar/\varepsilon_0=1.191\times10^{-23}$ V$^2$ s m gives $2.83\times10^{-5}$ and $-9.23\times10^{-6}$ V$^2$ s/m$^2$.

The transverse component changes sign where $G=Q/(4\pi R^3)$, that is, where the local weight equals one third of its mean inside radius $R$. This happens at $R=302$ nm. At 800 nm the components are 0.311 and $-0.155$ µm$^{-3}$, in the ratio $2:-1$ of the dipole form.

**Vacuum fluctuations.** For coincident regions and parallel components, the uncertainty relation requires

$$\Delta A\,\Delta E\ge\frac{\hbar}{2\varepsilon_0}\,\frac23G(0)=8.91\times10^{-5}\ \text{V}^2\,\text{s/m}^2 .$$

In the vacuum each oscillator has $\langle q^2\rangle=\hbar/(2\varepsilon_0\omega)$ and $\langle p^2\rangle=\hbar\varepsilon_0\omega/2$. Summing over modes as before, with angular average $2/3$ for the projector,

$$\Delta A^2=\frac{\hbar}{3\varepsilon_0c}\int_0^\infty\frac{k\,dk}{2\pi^2}e^{-k^2a^2}=\frac{\hbar}{12\pi^2\varepsilon_0ca^2},$$

$$\Delta E^2=\frac{\hbar c}{3\varepsilon_0}\int_0^\infty\frac{k^3dk}{2\pi^2}e^{-k^2a^2}=\frac{\hbar c}{12\pi^2\varepsilon_0a^4}.$$

Numerically $\Delta A=1.83\times10^{-10}$ V s/m and $\Delta E=5.49\times10^5$ V/m. Their product is $1.006\times10^{-4}$ V$^2$ s/m$^2$, larger than the bound by the factor 1.128. Since $G(0)=(4\pi a^2)^{-3/2}$, this factor is $2/\sqrt\pi$. Each mode separately has the minimum product, but the averages combine many frequencies: $\Delta A^2$ weights the modes by $1/k$ and $\Delta E^2$ by $k$. By the Cauchy–Schwarz inequality, when both fields are averaged with the same weight, the bound would be reached only if a single value of $k$ contributed.

The numerical check also compares the two sides of (2) directly, smeared at a separation oblique to the axes. There the $xx$ element of the mode integral is 0.021673 $s^{-3}$, and the position-space formula gives a contact part 0.019501 and a dipole part 0.002172 in the same unit, with the same sum.

## Computed results

```
Tests, lengths in units of s, D in s^-3
ladder vs canonical modes, largest error: 4.4e-16
test separation R/s: 0.9 -0.5 0.7
D_xx: mode integral 0.02167316
   contact 0.01950117, dipole 0.00217199
   contact + dipole 0.02167316
D_xy: mode integral -0.00333203
   contact 0.00000000, dipole -0.00333203
   contact + dipole -0.00333203
D_zz: mode integral 0.01930372
   contact 0.01950117, dipole -0.00019745
   contact + dipole 0.01930372
box side 16 s: largest error 1.639e-04 s^-3
box side 32 s: largest error 2.038e-05 s^-3
ratio of box errors: 8.041
zz contact coefficient, spheroid 1/2: 0.472800
largest divergence of D: 9.2e-10 s^-4
largest curl mismatch: 9.6e-09 s^-4
Worked example
width of each average a = 100.0 nm
combined width s = 141.421 nm
hbar/eps0 = 1.191043e-23 V^2 s m
G(0) = 22.4484 um^-3
R (nm), D along R (um^-3), D across R (um^-3)
    0     14.96559     14.96559
  100     12.90883     11.02841
  200      8.50670      4.00495
  400      2.37237     -0.77503
  800      0.31085     -0.15542
R (nm), (hbar/eps0) D along, across (V^2 s/m^2)
    0    1.7825e-04    1.7825e-04
  100    1.5375e-04    1.3135e-04
  200    1.0132e-04    4.7701e-05
  400    2.8256e-05   -9.2309e-06
  800    3.7023e-06   -1.8511e-06
D along / point dipole at 800 nm: 0.9999995
D across changes sign at R/s = 2.13719
   that is R = 302.24 nm
vacuum spread of A: 1.8315e-10 V s/m
vacuum spread of E: 5.4908e+05 V/m
product of spreads: 1.0056e-04 V^2 s/m^2
uncertainty bound: 8.9123e-05 V^2 s/m^2
product / bound: 1.128379
```
